# Zero-Field Splitting of a Two-Electron Triplet from the Magnetic Dipole Interaction

A molecule with two unpaired electrons in a triplet state has three spin sublevels. With no magnetic field applied one might expect them to coincide, yet they are generally split. One cause is that each electron is a small magnet in the field of the other, and the energy of two magnets depends on how they point relative to the line joining them. How does this interaction, written for two separate spins, become an operator of the total spin, and what does the splitting say about the distance between the electrons?

## Setting and conventions

The spin operators $\mathbf s_1,\mathbf s_2$ are dimensionless (angular momentum divided by $\hbar$), and $\mathbf S=\mathbf s_1+\mathbf s_2$. The moments are $\boldsymbol\mu_i=-g\mu_B\mathbf s_i$, with $g>0$ the free-electron value, taken as isotropic. Let $\mathbf r=\mathbf r_1-\mathbf r_2$ and $r=|\mathbf r|$. The energy of two magnetic dipoles is

$$H=\frac{\mu_0}{4\pi}\left[\frac{\boldsymbol\mu_1\cdot\boldsymbol\mu_2}{r^3}-\frac{3(\boldsymbol\mu_1\cdot\mathbf r)(\boldsymbol\mu_2\cdot\mathbf r)}{r^5}\right].$$

Each term contains both moments, so the two minus signs cancel:

$$H=\sum_{ab}T_{ab}\,s_{1a}s_{2b},\qquad T_{ab}=C\,\frac{r^2\delta_{ab}-3r_ar_b}{r^5},\qquad C=\frac{\mu_0g^2\mu_B^2}{4\pi}. \tag{1}$$

Here $a,b$ run over $x,y,z$. The tensor $T$ is symmetric, and its trace is $C(3r^2-3r^2)/r^5=0$ for $r\neq0$. At $r=0$ there is also a contact energy, $-\tfrac23\mu_0\,\boldsymbol\mu_1\cdot\boldsymbol\mu_2\,\delta(\mathbf r)$.

**Assumptions.**

1. The state is a normalized spatial function $\Phi(\mathbf r_1,\mathbf r_2)$ times a triplet spin function. Triplet spin functions are symmetric under exchange, so $\Phi$ is antisymmetric. Its first derivatives are bounded and fall off at least exponentially when either electron is far away, as in a bound state.
2. The spatial level is nondegenerate among the triplets and far from other triplet levels compared with the dipole energy, so first-order perturbation theory applies. A singlet may lie close by, as it does for well-separated electrons, because the dipole interaction does not couple it to the triplet (shown after the proof of (i)).
3. Spin-orbit contributions to the splitting and hyperfine coupling to nuclear spins are left out. The second omission matters when the singlet lies close: a hyperfine coupling comparable to or larger than the dipole energy mixes singlet and triplet. With negligible exchange and a coupling of some 40 MHz to one nucleus, this happens at separations of about 1 nm and beyond. The dipolar coupling (1) still acts there, but the levels are no longer the three triplet levels of (ii).

## The theorem

**Theorem.** Under these assumptions:

(i) The dipole interaction within the triplet is
$$H_{\rm eff}=\mathbf S\cdot\mathbf D\cdot\mathbf S,\qquad D_{ab}=\frac C2\left\langle\frac{r^2\delta_{ab}-3r_ar_b}{r^5}\right\rangle, \tag{2}$$
where the average is over $|\Phi|^2$.

(ii) The three zero-field energies are $-D_{xx},-D_{yy},-D_{zz}$, in the principal axes of $\mathbf D$.

(iii) Let the electrons occupy two orbitals confined to balls of radius $w$, whose centres are a distance $R$ apart along $z$. With $D=\tfrac32D_{zz}$ and $E=\tfrac12(D_{xx}-D_{yy})$, as $w/R\to0$,
$$R^3D\to-\tfrac32C,\qquad R^3E\to0,\qquad \frac{3C}{2h}\approx78\ \text{MHz nm}^3. \tag{3}$$

## Two lemmas

**Lemma 1.** The contact energy vanishes in the triplet, and the average in (2) converges at $r=0$.

*Proof.* Antisymmetry gives $\Phi(\mathbf r_1,\mathbf r_1)=-\Phi(\mathbf r_1,\mathbf r_1)=0$. The contact energy is proportional to $|\Phi|^2$ at coincident positions, so it is zero. Hold the pair centre $\mathbf c=(\mathbf r_1+\mathbf r_2)/2$ fixed. Since the derivatives are bounded, $|\Phi|$ grows at most linearly with $r$, so $|\Phi|^2\le K(\mathbf c)\,r^2$ for small $r$. Since they also decay exponentially, $K(\mathbf c)$ can be chosen with a finite integral over $\mathbf c$. The components of $T$ are at most $2C/r^3$ in magnitude, and the volume element supplies $r^2\,dr$. After integration over $\mathbf c$ and over the directions of $\mathbf r$, the integrand near $r=0$ is therefore bounded by a constant times $r^2\cdot r^{-3}\cdot r^2=r$, which is integrable. ∎

**Lemma 2.** For two spins one-half,
$$s_{1a}s_{2b}+s_{1b}s_{2a}=\tfrac12(S_aS_b+S_bS_a)-\tfrac12\delta_{ab}. \tag{4}$$

*Proof.* Operators of different electrons commute, so expanding $\mathbf S=\mathbf s_1+\mathbf s_2$ gives
$$S_aS_b+S_bS_a=(s_{1a}s_{1b}+s_{1b}s_{1a})+(s_{2a}s_{2b}+s_{2b}s_{2a})+2(s_{1a}s_{2b}+s_{1b}s_{2a}).$$
For one electron $s_a=\sigma_a/2$, and the Pauli matrices obey $\sigma_a\sigma_b+\sigma_b\sigma_a=2\delta_{ab}$. Each of the first two brackets is thus $\delta_{ab}/2$, and together they give $\delta_{ab}$. Solving for the last bracket gives (4). ∎

## Proof of (i): reduction to the total spin

In first order we need the matrix elements of $H$ between states with the same $\Phi$ and different triplet spin functions. The spatial integral replaces $T_{ab}$ by $\langle T_{ab}\rangle$. This tensor is symmetric, so exchanging the summation labels and taking half the sum of both forms gives

$$\sum_{ab}\langle T_{ab}\rangle s_{1a}s_{2b}
=\frac12\sum_{ab}\langle T_{ab}\rangle(s_{1a}s_{2b}+s_{1b}s_{2a}).$$

Now insert (4). By symmetry of $\langle T\rangle$, the two orderings $S_aS_b$ and $S_bS_a$ contribute equally:

$$\sum_{ab}\langle T_{ab}\rangle s_{1a}s_{2b}
=\frac12\sum_{ab}\langle T_{ab}\rangle S_aS_b-\frac14\sum_a\langle T_{aa}\rangle.$$

The last sum is zero because $T$ is traceless. Hence $D_{ab}=\tfrac12\langle T_{ab}\rangle$, which is (2). ∎

The factor $\tfrac12$ arises because $\mathbf S\cdot\mathbf D\cdot\mathbf S$ contains each cross product of the two spins twice. The products of a spin with itself add only a constant proportional to the trace.

Equation (4) holds on all four spin states. On the singlet $S_a$ gives zero, so the traceless operator (1) neither shifts the singlet nor couples it to the triplet. The contact term is different: a singlet has a symmetric spatial function that need not vanish at $r=0$, so that term can shift the singlet. An isotropic exchange energy proportional to $\mathbf s_1\cdot\mathbf s_2$ moves all three triplet levels together and leaves their splitting unchanged.

## Proof of (ii): the three levels

In principal axes $H_{\rm eff}=\sum_aD_{aa}S_a^2$. For spin one there is a basis $|x\rangle,|y\rangle,|z\rangle$ in which $\langle b|S_a|c\rangle=-i\epsilon_{abc}$. Squaring,

$$\langle b|S_a^2|d\rangle=-\sum_c\epsilon_{abc}\epsilon_{acd}=\sum_c\epsilon_{abc}\epsilon_{adc}=\delta_{bd}-\delta_{ab}\delta_{ad}.$$

So $S_a^2$ is diagonal, with value 0 on $|a\rangle$ and 1 on the other two states. The energy of $|x\rangle$ is $D_{yy}+D_{zz}=-D_{xx}$, because the trace vanishes. The other two follow in the same way. ∎

Two numbers therefore fix the splitting. From the definitions of $D$ and $E$ and the zero trace,
$$D_{zz}=\tfrac23D,\qquad D_{xx}=-\tfrac13D+E,\qquad D_{yy}=-\tfrac13D-E.$$
Using $S_x^2+S_y^2=2-S_z^2$,
$$H_{\rm eff}=D\left(S_z^2-\tfrac23\right)+E(S_x^2-S_y^2). \tag{5}$$

**A rhombic case.** Suppose $\mathbf r$ takes the values $(0.5,0.2,0.7)$, $(-0.3,0.9,0.4)$ and $(0.8,-0.1,0.6)$ nm with weights 0.5, 0.3 and 0.2. Numerical diagonalization of the averaged tensor gives principal values of $\mathbf D/h$ equal to $-40.535$, $9.494$ and $31.041$ MHz. The triplet levels are $40.535$, $-9.494$ and $-31.041$ MHz. With $z$ along the axis of largest magnitude, $D/h=1.5\times(-40.535)=-60.80$ MHz and $|E|/h=(31.041-9.494)/2=10.77$ MHz. This spread of directions has no axis of symmetry and produces three distinct levels; a spread with a threefold or higher symmetry axis, taken as $z$, gives $E=0$ and leaves two levels degenerate, whereas a twofold axis alone does not force this.

## Proof of (iii): the point-dipole limit

First hold $\mathbf r=(0,0,r)$ fixed. Equation (2) gives
$$D_{zz}=\frac C2\,\frac{r^2-3r^2}{r^5}=-\frac C{r^3},\qquad D_{xx}=D_{yy}=\frac C{2r^3},$$
and therefore
$$D=-\frac{3C}{2r^3},\qquad E=0. \tag{6}$$

Now let $a$ and $b$ be the two orbitals, real and normalized. For $R>2w$ the balls do not touch, so the product $a(\mathbf r)b(\mathbf r)$ vanishes everywhere. The function $\Phi=[a(\mathbf r_1)b(\mathbf r_2)-b(\mathbf r_1)a(\mathbf r_2)]/\sqrt2$ then has the density
$$|\Phi|^2=\tfrac12\left[a^2(\mathbf r_1)b^2(\mathbf r_2)+b^2(\mathbf r_1)a^2(\mathbf r_2)\right].$$
The two terms differ by $\mathbf r\to-\mathbf r$, which leaves $T$ unchanged, so they contribute equally. In the first term $\mathbf r=\mathbf R+\boldsymbol\delta$ with $|\boldsymbol\delta|\le2w$. Since $T$ scales as the inverse cube of length, $R^3T(\mathbf R+\boldsymbol\delta)=T(\hat{\mathbf z}+\boldsymbol\delta/R)$, where the argument on the right is a dimensionless vector. This function is continuous near $\hat{\mathbf z}$, and $|\boldsymbol\delta|/R\le2w/R\to0$. The average thus tends to its value at $\boldsymbol\delta=0$, which is (6) with $r=R$. This holds for every component of the tensor, so the off-diagonal elements of $R^3\mathbf D$ tend to zero and $z$ becomes a principal axis in the limit, even for lopsided densities. ∎

**The constant.** With $\mu_0/4\pi=1.0000\times10^{-7}$ N/A², $g=2.002319$ and $\mu_B=9.27401\times10^{-24}$ J/T,
$$C=1.0000\times10^{-7}\times(2.002319)^2\times(9.27401\times10^{-24})^2=3.4483\times10^{-53}\ \text{J m}^3.$$
Division by $h=6.62607\times10^{-34}$ J s gives $5.2041\times10^{-20}$ Hz m³. One cubic metre is $10^{27}$ nm³, so $C/h=52.041$ MHz nm³, and
$$\frac Dh=-\frac{3}{2}\,\frac{52.041}{r^3}\ \text{MHz nm}^3=-\frac{78.06\ \text{MHz nm}^3}{r^3}. \tag{7}$$

At 1 nm, (5) puts the $m=\pm1$ pair at $D/3h=-26.02$ MHz and the $m=0$ level at $-2D/3h=52.04$ MHz. Expressed as a field, $D/(g\mu_B)=-2.785$ mT. At 2 nm the inverse cube reduces $D/h$ to $-78.06/8=-9.76$ MHz.

**Why $D$ is negative.** On the axis the operator is $(C/r^3)(s_{1x}s_{2x}+s_{1y}s_{2y}-2s_{1z}s_{2z})$. For $m=\pm1$ the spins are parallel along the line joining them, $s_{1z}s_{2z}=\tfrac14$, and the transverse terms average to zero. The energy is $-C/2r^3$: magnets placed head to tail attract. For $m=0$, $s_{1z}s_{2z}=-\tfrac14$ contributes $+\tfrac12$. The transverse products sum to $+\tfrac12$, as for parallel magnets side by side. The energy is $+C/r^3$.

**When the sign changes.** Suppose instead that $\mathbf r$ lies in the $xy$ plane with all directions equally likely. Then $r_z=0$, so $D_{zz}=\tfrac C2\langle r^{-3}\rangle$ and $D=+\tfrac34C\langle r^{-3}\rangle$. Equation (7) fails in both sign and factor, because $\mathbf r$ is now spread over the plane perpendicular to $z$ instead of lying along $z$.

## How the limit is approached

A model with overlapping orbitals shows where (7) stops being useful. Take
$$a=N e^{-\alpha|\mathbf r-\mathbf R/2|^2},\qquad b=N e^{-\alpha|\mathbf r+\mathbf R/2|^2},\qquad N=(2\alpha/\pi)^{3/4}.$$
Their overlap is $s=e^{-\alpha R^2/2}$, and the normalized antisymmetric function is $\Phi=[a(\mathbf r_1)b(\mathbf r_2)-b(\mathbf r_1)a(\mathbf r_2)]/\sqrt{2(1-s^2)}$.

**Proposition.** With $x=\sqrt\alpha\,R$, this model has $E=0$ and
$$\frac{D}{-3C/2R^3}=\frac{F(x)}{1-e^{-x^2}},\qquad F(x)=\operatorname{erf}x-\frac{2}{\sqrt\pi}e^{-x^2}\left(x+\frac{2x^3}{3}\right). \tag{8}$$

*Proof.* Put $\mathbf r_1=\mathbf c+\mathbf r/2$ and $\mathbf r_2=\mathbf c-\mathbf r/2$, a change of variables with unit Jacobian. The exponents combine to
$$a(\mathbf r_1)b(\mathbf r_2)=N^2e^{-2\alpha c^2}e^{-\alpha|\mathbf r-\mathbf R|^2/2},$$
and $b(\mathbf r_1)a(\mathbf r_2)$ has $\mathbf r+\mathbf R$ instead. Square the difference and integrate over $\mathbf c$, using $N^4(\pi/4\alpha)^{3/2}=(\alpha/\pi)^{3/2}$. The density of $\mathbf r$ is
$$P(\mathbf r)=\frac{(\alpha/\pi)^{3/2}}{1-s^2}\left[\tfrac12e^{-\alpha|\mathbf r-\mathbf R|^2}+\tfrac12e^{-\alpha|\mathbf r+\mathbf R|^2}-e^{-\alpha R^2}e^{-\alpha r^2}\right].$$

It is symmetric about $z$, so $E=0$. To treat the terms separately, exclude a ball $r<\varepsilon$ and let $\varepsilon\to0$ at the end. The last term is spherical, and the angular average of $1-3\cos^2\theta$ is zero, so it contributes nothing. The first two contribute equally. What remains is the integral $I$ of $(1-3\cos^2\theta)/r^3$ over the normalized Gaussian $\rho(\mathbf r-\mathbf R)$, where $\rho(\mathbf u)=(\alpha/\pi)^{3/2}e^{-\alpha u^2}$.

Let $L=\partial_z^2-\tfrac13\nabla^2$. Away from the origin $\nabla^2(1/r)=0$, so $L(1/r)=(3\cos^2\theta-1)/r^3$. Define $V(\mathbf R)=\int\rho(\mathbf r-\mathbf R)\,r^{-1}d^3r$. In $LV$ the derivatives act on $\rho$; two integrations by parts move them to $1/r$. Surface terms containing a derivative of $\rho$ vanish as $\varepsilon\to0$. Those containing a derivative of $1/r$ are equal for $\partial_z^2$ and $\tfrac13\nabla^2$, since $\cos^2\theta$ averages to $\tfrac13$, and they cancel. Hence $I=-LV$.

$V$ depends on $R$ alone, so on the $z$ axis $\partial_z^2V=V''$ and $\partial_x^2V=\partial_y^2V=V'/R$. This gives $LV=\tfrac23(V''-V'/R)$. By Gauss's law $V'=-Q/R^2$, where $Q$ is the part of $\rho$ within radius $R$:
$$Q=\frac4{\sqrt\pi}\int_0^xt^2e^{-t^2}dt=\operatorname{erf}x-\frac{2x}{\sqrt\pi}e^{-x^2},\qquad RQ'=\frac{4x^3}{\sqrt\pi}e^{-x^2}.$$
Then $V''=2Q/R^3-Q'/R^2$, and
$$I=-\frac23\left(\frac{3Q}{R^3}-\frac{Q'}{R^2}\right)=-\frac2{R^3}\left(Q-\frac{RQ'}3\right)=-\frac{2F(x)}{R^3}.$$
Restoring the factor $1/(1-s^2)$, with $s^2=e^{-x^2}$, gives $D_{zz}=\tfrac C2I/(1-s^2)$, and $D=\tfrac32D_{zz}$ gives (8). ∎

For large $x$ the ratio tends to 1, and the deviation falls as $e^{-x^2}$ times a power of $x$. For small $x$, differentiation gives $F'=8x^4e^{-x^2}/(3\sqrt\pi)$, so $F\approx8x^5/(15\sqrt\pi)$. Then $D\to-4C\alpha^{3/2}/(5\sqrt\pi)$, which is finite, whereas the point formula diverges.

**Numbers.** Let each orbital density have a root-mean-square width of 0.10 nm per axis. The density $a^2$ has variance $1/(4\alpha)$, so $\alpha=1/(4\times0.10^2)=25$ nm⁻². Numerical quadrature over the squared two-electron function gives:

| $R$ (nm) | $s$ | point $D/h$ (MHz) | model $D/h$ (MHz) | ratio |
|---|---|---|---|---|
| 0.3 | 0.325 | −2891 | −1681 | 0.581 |
| 0.4 | 0.135 | −1220 | −1048 | 0.860 |
| 0.5 | 0.044 | −624.5 | −607.8 | 0.973 |
| 0.7 | 0.002 | −227.58 | −227.55 | 0.9998 |

At 0.5 nm the model value is 2.7 % smaller in magnitude than the point value; at 0.7 nm the difference is 0.02 %. At 0.3 nm the normalization factor is $1-e^{-x^2}=1-e^{-2.25}=0.895$, so $F=0.581\times0.895=0.52$. The spread of the densities alone would nearly halve $D$, and antisymmetry restores part of the loss by removing close pairs that carry no anisotropy. This is special to s Gaussians, for which the cross term in $P(\mathbf r)$ is spherical. For other orbitals that term is anisotropic and can change $D$ in either direction. For two $p_z$ Gaussians with the same $\alpha$ and $R$ it outweighs the direct term. Reading a distance from this $D$ with (7) would give $(78.06/1681)^{1/3}=0.36$ nm, which is 20 % above the true separation.

**Remark on shape.** The rapid convergence relies on spherical densities and on their Gaussian tails. Two hydrogen 1s orbitals, spherical but with exponential tails, deviate from (7) by about 6 % at a separation of five widths and 0.5 % at seven, against 2.7 % and 0.02 % above. For separated densities without overlap, let $\mathbf r$ have mean $\mathbf R$ and variances $\sigma_\parallel^2$ along $z$ and $\sigma_\perp^2$ along each of $x$ and $y$, with no correlations. The second-order Taylor term of $\langle T_{zz}\rangle$ is $\tfrac12[\sigma_\parallel^2\partial_z^2+\sigma_\perp^2(\partial_x^2+\partial_y^2)]T_{zz}$. Since $\nabla^2T_{zz}=0$, this equals $\tfrac12(\sigma_\parallel^2-\sigma_\perp^2)\partial_z^2T_{zz}$. On the axis $T_{zz}=-2C/z^3$, whose second derivative is $12/z^2$ times itself. To this order,
$$D\approx-\frac{3C}{2R^3}\left[1+\frac{6(\sigma_\parallel^2-\sigma_\perp^2)}{R^2}\right].$$
Densities elongated along the joining line strengthen the splitting, and densities spread across it weaken it. The correction falls only as $1/R^2$, so delocalized electrons can depart from (7) even when their orbitals do not overlap.

All numerical values are calculated from the stated model.
